# Can single-vector Lanczos tell me the degeneracy of a level?: verification in Python

```python
"""Single-vector Lanczos and degenerate levels on a cubic grid.

Result under test: in exact arithmetic Lanczos from one vector v finds one
eigenvector per eigenspace, namely the normalized projection of v. Repeated
Ritz values are caused by round-off and their number is not the multiplicity.
A block start of b vectors reaches min(multiplicity, b) directions generically.

Model: isotropic harmonic oscillator, second-order finite differences, zero
values outside the cube. Energies in hbar*omega, lengths in sqrt(hbar/(m omega)).
s level = 3 e0 (nondegenerate), p level = 2 e0 + e1 (threefold), with e0, e1
the lowest eigenvalues of the one-axis problem.
"""
from fractions import Fraction
from math import isqrt
import numpy as np
from sympy import QQ
from sympy.polys.matrices import DomainMatrix

rng = np.random.default_rng(7)

# ---------- small grid, rational arithmetic: 3 points per axis, spacing 1 ----
axis = [-1, 0, 1]
twice_h = np.array([[2 + axis[i] ** 2 if i == j else (-1 if abs(i - j) == 1 else 0)
                     for j in range(3)] for i in range(3)], dtype=int)
one = np.eye(3, dtype=int)
twice_H = (np.kron(np.kron(twice_h, one), one) + np.kron(np.kron(one, twice_h), one)
           + np.kron(np.kron(one, one), twice_h))
dense_values = np.linalg.eigvalsh(twice_H.astype(float))
nearest = np.rint(dense_values).astype(int)
assert np.max(np.abs(dense_values - nearest)) < 1e-10
levels, multiplicities = np.unique(nearest, return_counts=True)
exact_H = twice_H.astype(object)


def rational_lanczos(start):
    """Unnormalized three-term recurrence; stops at an exactly zero vector."""
    p = np.array([Fraction(int(x)) for x in start], dtype=object)
    p_old, norm_old = None, None
    a_list, b_list = [], []
    while any(x != 0 for x in p):
        norm = p.dot(p)
        Hp = exact_H.dot(p)
        a = p.dot(Hp) / norm
        b = norm / norm_old if norm_old is not None else Fraction(0)
        a_list.append(a)
        b_list.append(b)
        p_new = Hp - a * p
        if p_old is not None:
            p_new = p_new - b * p_old
        p_old, norm_old, p = p, norm, p_new
        assert len(a_list) <= 27
    return a_list, b_list


def characteristic(a_list, b_list, x):
    """Characteristic polynomial of the tridiagonal matrix at x."""
    old, now = Fraction(0), Fraction(1)
    for a, b in zip(a_list, b_list):
        old, now = now, (x - a) * now - b * old
    return now


block_start = rng.integers(1, 100, size=(27, 3)).astype(object)
a_gen, b_gen = rational_lanczos(block_start[:, 0])
assert len(a_gen) == len(levels)
assert all(characteristic(a_gen, b_gen, Fraction(int(x))) == 0 for x in levels)
a_sym, b_sym = rational_lanczos([1] * 27)
found_sym = [int(x) for x in levels
             if characteristic(a_sym, b_sym, Fraction(int(x))) == 0]
assert len(found_sym) == len(a_sym) and 5 not in found_sym and 5 in levels

block_ranks = []
for width in (1, 2, 3):
    X = block_start[:, :width]
    columns = []
    for _ in range(len(levels)):
        columns.append(X)
        X = exact_H.dot(X)
    K = np.hstack(columns)
    rows = [[QQ(int(x)) for x in row] for row in K]
    rank = DomainMatrix(rows, K.shape, QQ).rank()
    assert rank == sum(min(int(g), width) for g in multiplicities)
    block_ranks.append(rank)

print("Small grid: points", len(twice_H), " distinct levels", len(levels))
print("  levels (hbar omega):", " ".join(f"{x / 2:.1f}" for x in levels))
print("  multiplicities:", " ".join(str(g) for g in multiplicities))
print("  exact Lanczos steps, generic start:", len(a_gen))
print("  exact Lanczos steps, all-ones start:", len(a_sym))
print("  levels found from all-ones start (hbar omega):",
      " ".join(f"{x / 2:.1f}" for x in found_sym))
print("  exact Krylov dimension, block width 1, 2, 3:", *block_ranks)

# ---------- larger grid: 12 points per axis, spacing 1/2 ----------------------
n, spacing = 12, 0.5
odd = 2 * np.arange(n) - (n - 1)            # coordinate = odd / 4
square = odd ** 2                           # 32 * (coordinate^2 / 2)
diagonal32 = (384 + square[:, None, None] + square[None, :, None]
              + square[None, None, :])      # 32 * diagonal of H


def apply32(q, diagonal):
    """32 H q by the stencil, for floats and for Python integers."""
    near = np.zeros_like(q)
    near[1:] += q[:-1]
    near[:-1] += q[1:]
    near[:, 1:] += q[:, :-1]
    near[:, :-1] += q[:, 1:]
    near[:, :, 1:] += q[:, :, :-1]
    near[:, :, :-1] += q[:, :, 1:]
    return diagonal * q - 64 * near


def apply_H(vector):
    return (apply32(vector.reshape(n, n, n), diagonal32) / 32).ravel()


x = odd / 4
h_axis = (np.diag(1 / spacing ** 2 + x ** 2 / 2)
          - np.diag(np.full(n - 1, 0.5 / spacing ** 2), 1)
          - np.diag(np.full(n - 1, 0.5 / spacing ** 2), -1))
e, u = np.linalg.eigh(h_axis)
E_s, E_p = 3 * e[0], 2 * e[0] + e[1]
all_sums = (e[:, None, None] + e[None, :, None] + e[None, None, :]).ravel()
TOL = 1e-8
assert np.sum(abs(all_sums - E_s) < TOL) == 1
assert np.sum(abs(all_sums - E_p) < TOL) == 3
s0, p1 = u[:, 0], u[:, 1]
p_basis = np.column_stack([np.kron(np.kron(p1, s0), s0), np.kron(np.kron(s0, p1), s0),
                           np.kron(np.kron(s0, s0), p1)])
for k in range(3):
    assert np.linalg.norm(apply_H(p_basis[:, k]) - E_p * p_basis[:, k]) < 1e-11


def lanczos(start, steps, reorthogonalize):
    Q = np.zeros((start.size, steps), order="F")
    alpha, beta = np.zeros(steps), np.zeros(steps)
    q = start / np.linalg.norm(start)
    for j in range(steps):
        Q[:, j] = q
        w = apply_H(q)
        alpha[j] = q @ w
        w -= alpha[j] * q
        if j:
            w -= beta[j - 1] * Q[:, j - 1]
        if reorthogonalize:
            for _ in range(2):
                w -= Q[:, :j + 1] @ (Q[:, :j + 1].T @ w)
        beta[j] = np.linalg.norm(w)
        q = w / beta[j]
    return alpha, beta, Q


def ritz(alpha, beta, m):
    T = np.diag(alpha[:m]) + np.diag(beta[:m - 1], 1) + np.diag(beta[:m - 1], -1)
    return np.linalg.eigh(T)


def count(values, level):
    return int(np.sum(abs(values - level) < TOL))


BITS = 1000
ONE = 1 << BITS


def fixed_point_lanczos(start, steps):
    """The same plain recurrence with BITS binary places, no reorthogonalization."""
    def dot(a, b):
        return int((a * b).sum()) >> BITS
    diagonal = diagonal32.astype(object)
    q = np.array([int(t * 2 ** 60) << (BITS - 60) for t in start],
                 dtype=object).reshape(n, n, n)
    q = (q * ONE) // isqrt(dot(q, q) << BITS)
    q_old, b_old = None, 0
    history, alpha, beta = [], [], []
    for _ in range(steps):
        history.append(q)
        w = apply32(q, diagonal) >> 5
        a = dot(q, w)
        change = a * q
        if q_old is not None:
            change = change + b_old * q_old
        w = w - (change >> BITS)
        b = isqrt(dot(w, w) << BITS)
        alpha.append(a / ONE)
        beta.append(b / ONE)
        q_old, b_old, q = q, b, (w * ONE) // b
    overlap = max(abs(dot(history[-1], old)) / ONE for old in history[:-1])
    return np.array(alpha), np.array(beta), overlap


start = rng.standard_normal(n ** 3)
start /= np.linalg.norm(start)
EARLY, MIDDLE, LAST = 60, 200, 480
checkpoints = (EARLY, 120, MIDDLE, 300, LAST)
plain = lanczos(start, LAST, False)
full = lanczos(start, LAST, True)

print("Large grid: points", n ** 3, " spacing", spacing, "sqrt(hbar/(m omega))")
print(f"  one-axis e0, e1 (hbar omega): {e[0]:.6f} {e[1]:.6f}")
print(f"  s level, p level (hbar omega): {E_s:.6f} {E_p:.6f}")
print(f"  highest eigenvalue (hbar omega): {all_sums.max():.4f}")
print(f"  counting window around a level (hbar omega): {TOL:.0e}")
print("Ritz values counted at the s and p levels")
print("  steps | plain s, p | full reorthogonalization s, p")
counts = {}
for m in checkpoints:
    v_plain, v_full = ritz(*plain[:2], m)[0], ritz(*full[:2], m)[0]
    counts[m] = (count(v_plain, E_s), count(v_plain, E_p),
                 count(v_full, E_s), count(v_full, E_p))
    print("  %5d | %d, %d | %d, %d" % ((m,) + counts[m]))
assert counts[EARLY] == (1, 1, 1, 1)
assert counts[MIDDLE][0] > 1
assert counts[LAST][0] > 1 and counts[LAST][1] > 3
assert counts[LAST][2:] == (1, 3)

# The early p Ritz vector is the normalized projection of the start vector.
values, vectors = ritz(*plain[:2], EARLY)
p_ritz = plain[2][:, :EARLY] @ vectors[:, np.argmin(abs(values - E_p))]
projection = p_basis.T @ start
weight = np.linalg.norm(projection)
direction = projection / weight
ritz_direction = p_basis.T @ p_ritz
ritz_direction *= np.sign(ritz_direction @ direction)
assert np.linalg.norm(ritz_direction - direction) < 1e-4
assert abs(abs(p_ritz @ (p_basis @ direction)) - 1) < 1e-8
print(f"Norm of the start vector's p projection: {weight:.5f}")
print("  its direction (px, py, pz):", " ".join(f"{t:.5f}" for t in direction))
print(f"  p Ritz vector after {EARLY} steps:  ",
      " ".join(f"{t:.5f}" for t in ritz_direction))

# Directions spanned by the repeated Ritz vectors.
RANK_CUT = 0.01
print(f"Singular values of repeated Ritz vectors, {LAST} steps (rank cut {RANK_CUT})")
for label, run in (("plain", plain), ("full reorthogonalization", full)):
    values, vectors = ritz(*run[:2], LAST)
    for name, level, expected in (("s", E_s, 1), ("p", E_p, 3)):
        Z = run[2] @ vectors[:, abs(values - level) < TOL]
        singular = np.linalg.svd(Z, compute_uv=False)
        rank = int(np.sum(singular > RANK_CUT))
        print(f"  {label}, {name}: rank {rank}; values",
              " ".join(f"{t:.2e}" for t in singular[:4]))
        assert rank == expected
loss_plain = np.max(abs(plain[2][:, :MIDDLE - 1].T @ plain[2][:, MIDDLE - 1]))

# Same start and recurrence with far smaller round-off: the copies disappear.
alpha_hp, beta_hp, loss_hp = fixed_point_lanczos(start, MIDDLE)
values_hp = ritz(alpha_hp, beta_hp, MIDDLE)[0]
assert count(values_hp, E_s) == 1 and count(values_hp, E_p) == 1
assert loss_hp < 1e-20 and loss_plain > 1e-3
print(f"Plain recurrence, {MIDDLE} steps, largest overlap of last vector with earlier")
print(f"  double precision: {loss_plain:.2e}")
print(f"  {BITS}-bit fixed point: {loss_hp:.2e}")
print(f"  {BITS}-bit counts s, p: {count(values_hp, E_s)}, {count(values_hp, E_p)}")

# Block start of width three: the multiplicity appears by construction.
block = np.linalg.qr(rng.standard_normal((n ** 3, 3)))[0]
basis = block
for _ in range(EARLY - 1):
    W = np.column_stack([apply_H(block[:, k]) for k in range(3)])
    for _ in range(2):
        W -= basis @ (basis.T @ W)
    block = np.linalg.qr(W)[0]
    block -= basis @ (basis.T @ block)
    block = np.linalg.qr(block)[0]
    basis = np.hstack([basis, block])
H_basis = np.column_stack([apply_H(basis[:, k]) for k in range(basis.shape[1])])
small = basis.T @ H_basis
values_block = np.linalg.eigvalsh((small + small.T) / 2)
assert count(values_block, E_s) == 1 and count(values_block, E_p) == 3
print(f"Block width 3, {EARLY} block steps, basis size {basis.shape[1]}")
print(f"  counts s, p: {count(values_block, E_s)}, {count(values_block, E_p)}")

print("finished without a failed check")
```

Printed output:

```
Small grid: points 27  distinct levels 9
  levels (hbar omega): 1.5 2.5 3.0 3.5 4.0 4.5 5.0 5.5 6.0
  multiplicities: 1 3 3 3 6 4 3 3 1
  exact Lanczos steps, generic start: 9
  exact Lanczos steps, all-ones start: 4
  levels found from all-ones start (hbar omega): 1.5 3.0 4.5 6.0
  exact Krylov dimension, block width 1, 2, 3: 9 16 23
Large grid: points 1728  spacing 0.5 sqrt(hbar/(m omega))
  one-axis e0, e1 (hbar omega): 0.492184 1.461516
  s level, p level (hbar omega): 1.476553 2.445885
  highest eigenvalue (hbar omega): 29.3098
  counting window around a level (hbar omega): 1e-08
Ritz values counted at the s and p levels
  steps | plain s, p | full reorthogonalization s, p
     60 | 1, 1 | 1, 1
    120 | 2, 2 | 1, 2
    200 | 4, 4 | 1, 3
    300 | 7, 6 | 1, 3
    480 | 11, 9 | 1, 3
Norm of the start vector's p projection: 0.04688
  its direction (px, py, pz): -0.89270 0.27232 -0.35908
  p Ritz vector after 60 steps:   -0.89270 0.27232 -0.35908
Singular values of repeated Ritz vectors, 480 steps (rank cut 0.01)
  plain, s: rank 1; values 3.32e+00 1.05e-11 3.05e-15 2.12e-15
  plain, p: rank 3; values 2.98e+00 3.32e-01 1.10e-01 2.33e-14
  full reorthogonalization, s: rank 1; values 1.00e+00
  full reorthogonalization, p: rank 3; values 1.00e+00 1.00e+00 1.00e+00
Plain recurrence, 200 steps, largest overlap of last vector with earlier
  double precision: 4.27e-01
  1000-bit fixed point: 8.06e-215
  1000-bit counts s, p: 1, 1
Block width 3, 60 block steps, basis size 180
  counts s, p: 1, 3
finished without a failed check
```
